# The no-pair Lindhard function of free Dirac electrons and its static expansion, part 1

(Sections cited here and not found follow in the second part.)

## Part one: from the spinors to the response function

**Q.** The Lindhard function is a sum of occupation differences over energy denominators. What is there to derive for Dirac electrons, beyond inserting the relativistic energy?

**A.** The numerator changes too, and a second set of states appears. Take non-interacting electrons at zero temperature in a volume \(\Omega\), in Gaussian units, with
\[
h=\hbar c\,(\boldsymbol\alpha\cdot\mathbf k+\beta_D\kappa),\qquad \kappa=\frac{mc}{\hbar},
\]
acting on plane waves \(u\,e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega\), where \(u\) is a four-component spinor with \(u^\dagger u=1\). The matrices \(\alpha_1,\alpha_2,\alpha_3,\beta_D\) anticommute with each other and square to one, so the cross terms in \(h^2\) cancel and \(h^2=\hbar^2c^2(k^2+\kappa^2)\). The energies are \(\pm E_k\) with
\[
E_k=\hbar c\,w,\qquad w=\sqrt{k^2+\kappa^2}.
\]
The positive-energy states with \(k<k_F\) are filled, two for each \(\mathbf k\), so \(n=k_F^3/3\pi^2\), and \(n_k\) is 1 for \(k<k_F\) and 0 above. The relativistic parameters are \(\beta=k_F/\kappa=\hbar k_F/mc\), \(\eta=\sqrt{1+\beta^2}\) and \(v=\beta/\eta\). Since \(dE/d(\hbar k)=ck/w\), \(v\) is the Fermi velocity in units of \(c\), and \(w_F=\kappa\eta=k_F/v\).

Apply a weak scalar potential energy \(V e^{i\mathbf q\cdot\mathbf r-izt/\hbar}\), with \(\operatorname{Im}z>0\) so that it grows from zero in the far past. The one-particle density matrix obeys \(i\hbar\dot\rho=[h+V,\rho]\). At zeroth order it is diagonal with occupations \(f_a\). At first order, between eigenstates \(a\) and \(b\) of \(h\),
\[
z\,\delta\rho_{ab}=(E_a-E_b)\,\delta\rho_{ab}+V_{ab}f_b-f_aV_{ab},
\]
so \(\delta\rho_{ab}=V_{ab}(f_b-f_a)/(z+E_b-E_a)\), with \(V_{ab}=V\langle a|e^{i\mathbf q\cdot\mathbf r}|b\rangle\). The induced density amplitude is \(\delta n=\Omega^{-1}\operatorname{Tr}(e^{-i\mathbf q\cdot\mathbf r}\delta\rho)\), and \(\chi=\delta n/V\) is
\[
\chi(q,z)=\frac1\Omega\sum_{ab}\big|\langle a|e^{i\mathbf q\cdot\mathbf r}|b\rangle\big|^2\frac{f_b-f_a}{z+E_b-E_a}. \tag{1}
\]
If \(b\) has wave vector \(\mathbf k\), the spatial integral forces \(a\) to have \(\mathbf k'=\mathbf k+\mathbf q\), and the matrix element is the spinor overlap \(u_a^\dagger(\mathbf k')u_b(\mathbf k)\). For two-component Pauli electrons this overlap is \(\delta_{ss'}\). For Dirac electrons it depends on \(\mathbf k\) and \(\mathbf q\), and \(a\) or \(b\) may have negative energy. This density-density response is the longitudinal function; no vector potential is applied.

**Q.** Spinors come with arbitrary phases and an arbitrary spin basis. How do you get a unique overlap?

**A.** The energies and occupations in (1) do not depend on spin, so the squared overlaps enter summed over both spin labels, and such sums are traces of projectors. With \(\hat h=h/\hbar c\), define \(\Lambda_\pm(\mathbf k)=(w\pm\hat h)/2w\). Because \(\hat h^2=w^2\), one has \(\Lambda_\pm^2=(2w^2\pm2w\hat h)/4w^2=\Lambda_\pm\) and \(\hat h\Lambda_\pm=\pm w\Lambda_\pm\), so \(\Lambda_\pm=\sum_s u_{\pm s}u_{\pm s}^\dagger\). Then
\[
\sum_{ss'}|u_{\pm s'}^\dagger(\mathbf k')u_{+s}(\mathbf k)|^2=\operatorname{Tr}\Lambda_+(\mathbf k)\Lambda_\pm(\mathbf k').
\]
The traces follow from the algebra. Each matrix is traceless: \(\operatorname{Tr}\alpha_i=\operatorname{Tr}\beta_D^2\alpha_i=-\operatorname{Tr}\beta_D\alpha_i\beta_D=-\operatorname{Tr}\alpha_i\) by anticommutation and cyclicity, and likewise for \(\beta_D\). This also shows \(\operatorname{Tr}\Lambda_\pm=2\), the two spin states. The trace of a product of two matrices is half the trace of their anticommutator, so \(\operatorname{Tr}\alpha_i\alpha_j=4\delta_{ij}\), \(\operatorname{Tr}\alpha_i\beta_D=0\), \(\operatorname{Tr}\beta_D^2=4\), and \(\operatorname{Tr}\hat h\hat h'=4(\mathbf k\cdot\mathbf k'+\kappa^2)\). Hence
\[
\operatorname{Tr}\Lambda_+\Lambda'_\pm=\frac{4ww'\pm4(\mathbf k\cdot\mathbf k'+\kappa^2)}{4ww'}.
\]
From \(q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'\) it follows that \(\mathbf k\cdot\mathbf k'+\kappa^2=(w^2+w'^2-q^2)/2\). Calling the upper sign \(F\) and the lower sign \(G\),
\[
F=\frac{(w+w')^2-q^2}{2ww'},\qquad G=\frac{q^2-(w'-w)^2}{2ww'},\qquad F+G=2. \tag{2}
\]
Both are symmetric under \(\mathbf k\leftrightarrow\mathbf k'\) and under inversion of both vectors, and \(\operatorname{Tr}\Lambda_-\Lambda'_+=G\) as well. The sum rule is completeness, \(\Lambda'_++\Lambda'_-=1\): the weight that a positive-energy spinor at \(\mathbf k\) lacks in the positive space at \(\mathbf k'\) lies in the negative space. Formulas (2) were tested against spinors from numerical diagonalization of \(h\).

**Q.** Has the loss \(G\) any meaning I would recognise from the Pauli approximation?

**A.** Put \(\mathbf k=0\), so \(w=\kappa\) and \(w'^2=q^2+\kappa^2\). The numerator of \(F\) is \(\kappa^2+2\kappa w'+\kappa^2\), so \(F/2=(w'+\kappa)/2w'=1-q^2/4\kappa^2+O(q^4)\), using \(\kappa/w'=1-q^2/2\kappa^2+\dots\). The amplitude per spin is the square root, \(1-q^2/8\kappa^2\). The Darwin term replaces \(V\) by \(V+\nabla^2V/8\kappa^2\), which multiplies a plane-wave potential by the same factor. At leading order in \(1/c^2\) the reduction of \(F\) is the Darwin smearing of the coupling.

**Q.** Now the word itself. I take "no-pair" to mean that negative-energy states are thrown away, and that this fixes the function.

**A.** It does not fix it, and the sum (1) shows why. Let the negative-energy states all have the same occupation \(f\), either 0 or 1. Write \(\zeta=z/\hbar c\), \(x=w'-w\), \(S=w+w'\), and \(\int_k=\int d^3k/(2\pi)^3\). There are four channels.

With \(a\) and \(b\) both positive, the contribution is \((\hbar c)^{-1}\int_kF\,(n_k-n_{k'})/(\zeta-x)\). In the term with \(n_{k'}\) substitute \(\mathbf k\to-\mathbf k-\mathbf q\). This sends \(\mathbf k'\to-\mathbf k\), exchanges \(w\) and \(w'\), leaves \(F\) unchanged and reverses \(x\). The result is
\[
\chi_{np}=\frac1{\hbar c}\int_kn_kF\Big[\frac1{\zeta-x}-\frac1{\zeta+x}\Big]=\frac1{\hbar c}\int_kn_k(1-n_{k'})F\frac{2x}{\zeta^2-x^2}. \tag{3}
\]
The factor \(1-n_{k'}\) may be inserted because the added term \(n_kn_{k'}F\,2x/(\zeta^2-x^2)\) is odd under the same substitution and integrates to zero.

With \(b\) positive and \(a\) negative the term is \(G(n_k-f)/(\zeta+S)\). With \(b\) negative and \(a\) positive it is \(G(f-n_{k'})/(\zeta-S)\), which the substitution turns into \(G(f-n_k)/(\zeta-S)\). Since \(1/(\zeta+S)-1/(\zeta-S)=2S/(S^2-\zeta^2)\), the two add to \(\chi_B+f\chi_{vac}\), with
\[
\chi_B=\frac1{\hbar c}\int_kn_kG\frac{2S}{S^2-\zeta^2},\qquad \chi_{vac}=-\frac1{\hbar c}\int_kG\frac{2S}{S^2-\zeta^2}. \tag{4}
\]
With both states negative the occupation difference \(f-f\) vanishes.

Three functions result. If the potential is sandwiched between the fixed free projectors, \(\Lambda_+V\Lambda_+\), the mixed channels are absent and the response is \(\chi_{np}\), the strict no-pair function. If the full Dirac equation in the potential is solved and the positive-energy solutions are occupied, \(f=0\) and the response is \(\chi_{ns}=\chi_{np}+\chi_B\), the no-sea function. If the sea is filled, \(f=1\) and \(\chi_{vac}\) is added. The term \(\chi_B\) has two readings. For \(f=1\) it removes from \(\chi_{vac}\) the virtual pairs whose electron would land on an occupied state, which is Pauli blocking. For \(f=0\) it is the admixture of free negative-energy spinors into the occupied orbitals. The static \(\chi_B\) is positive, opposite in sign to \(\chi_{np}\), because those states lie below the occupied ones and push them up at second order.

**Q.** An empty sea is not a ground state. Why should I believe that a four-component calculation gives \(\chi_{np}+\chi_B\), with that sign?

**A.** The step from the equation of motion to (1) used the diagonal form of the zeroth-order density matrix and nothing about its energy being lowest. For a static test take \(V=\lambda\cos qz\), which couples the plane waves of a chain \(\mathbf k_j=\mathbf k_0+j\mathbf q\) with strength \(\lambda/2\). Suppose the occupied levels of the chain are separated from all empty ones. Second-order perturbation theory gives the shift of the summed occupied levels as \((\lambda/2)^2\sum|u_a^\dagger u_b|^2/(E_b-E_a)\) over occupied \(b\) and empty \(a\) on neighbouring sites; terms between two occupied levels cancel in pairs. By the Hellmann-Feynman theorem \(\langle\cos qz\rangle\) is the \(\lambda\) derivative, so
\[
\frac{2\langle\cos qz\rangle}{\lambda}=\sum_jF_j\frac{n_j-n_{j+1}}{E_j-E_{j+1}}+\sum_jG_j\frac{n_j+n_{j+1}}{E_j+E_{j+1}}.
\]
These are the static integrands of (3) and (4) on the chain. The numerical test diagonalized \(h+\lambda\cos qz\) on such a chain and filled the lowest positive levels. In the projected space the result matched the first sum, and in the full space it matched both sums.

**Q.** Equation (3) is still a three-dimensional integral. Can it be reduced without approximation?

**A.** The angle can be integrated in closed form. Let \(\mu\) be the cosine between \(\mathbf k\) and \(\mathbf q\), so \(\int_k=(4\pi^2)^{-1}\int k^2dk\,d\mu\). From \(w'^2=w^2+2kq\mu+q^2\) at fixed \(k\), \(w'\,dw'=kq\,d\mu\), and \(dw'=dx\). The factor \(w'\) cancels the one in the denominator of \(F\), whose numerator is a polynomial in \(x\),
\[
P(x)=(2w+x)^2-q^2 .
\]
The first form of (3) becomes
\[
\chi_{np}=\frac1{8\pi^2\hbar c\,q}\int_0^{k_F}\frac{k\,dk}{w}\int_{x_-}^{x_+}dx\,P(x)\Big[\frac1{\zeta-x}-\frac1{\zeta+x}\Big],
\]
with \(x_\pm=w_\pm-w\) and \(w_\pm=\sqrt{(k\pm q)^2+\kappa^2}\). Divide the polynomial by each denominator. A difference of squares gives \(P(x)=P(\zeta)+(x-\zeta)(x+\zeta+4w)\), so
\[
\int\frac{P\,dx}{\zeta-x}=-P(\zeta)\ln(x-\zeta)-\frac{x^2}2-(4w+\zeta)x .
\]
In the same way \(P(x)=P(-\zeta)+(x+\zeta)(x-\zeta+4w)\), so
\[
-\int\frac{P\,dx}{\zeta+x}=-P(-\zeta)\ln(x+\zeta)-\frac{x^2}2-(4w-\zeta)x .
\]
The terms linear in \(\zeta\) cancel in the sum, and
\[
\chi_{np}=-\frac1{8\pi^2\hbar c\,q}\int_0^{k_F}\frac{k\,dk}{w}\Big[x^2+8wx+P(\zeta)\ln(x-\zeta)+P(-\zeta)\ln(x+\zeta)\Big]_{x_-}^{x_+}. \tag{5}
\]
For \(\operatorname{Im}\zeta>0\) the numbers \(x-\zeta\) stay in the lower half-plane along the path and \(x+\zeta\) in the upper, so each difference of logarithms is the principal logarithm of the ratio. Equation (5) is the no-pair longitudinal Lindhard function. It was tested at zero, imaginary and complex \(\zeta\), for \(q\) below and above \(2k_F\), against a two-dimensional quadrature of the second form of (3) with numerically diagonalized spinors.

For the static limit let \(\zeta=iu\to0\). The kernel \(-2x/(u^2+x^2)\) tends to \(-2\) times the principal value of \(1/x\), so both logarithms become \(\ln|x|\), with \(P(0)=4w^2-q^2\). The polynomial is \(x^2+8wx=w'^2+6ww'-7w^2\), and \(w_+^2-w_-^2=4kq\). Therefore
\[
\chi_{np}(q,0)=-\frac1{4\pi^2\hbar c\,q}\int_0^{k_F}\frac{k\,dk}{w}\Big[2kq+3w(w_+-w_-)+(4w^2-q^2)\ln\Big|\frac{w_+-w}{w_--w}\Big|\Big]. \tag{6}
\]

**Q.** Where does this function absorb? A formula with complex logarithms hides the particle-hole continuum.

**A.** Take \(\zeta=\nu+i0\) with \(\nu=\omega/c>0\) and use the second form of (3), where \(x>0\). Then \(1/(\zeta+x)\) is real and \(\operatorname{Im}\,1/(\zeta-x)=-\pi\delta(\nu-x)\). With the same change of variable and \(k\,dk/w=dw\),
\[
\operatorname{Im}\chi_{np}=-\frac1{8\pi\hbar c\,q}\int dw\,\big[(2w+\nu)^2-q^2\big],
\]
over those \(w\) for which the initial state is filled, \(w<w_F\), the final state is empty, \(w+\nu>w_F\), and an angle exists with \(x=\nu\). Because \(|\nabla_kw|=k/w<1\), \(|x|<q\), and there is no absorption for \(\omega\ge cq\). For \(\nu<q\) set \(s^2=q^2-\nu^2\). The condition \(w'=w+\nu\) reads \(2w\nu+\nu^2=q^2+2kq\mu\), and \(|\mu|\le1\) requires \((2w\nu-s^2)^2\le4k^2q^2\). Inserting \(k^2=w^2-\kappa^2\), moving everything to the right and dividing by \(4s^2\) gives \(w^2+\nu w-s^2/4-\kappa^2q^2/s^2\ge0\), that is \(w\ge w_{min}\) with
\[
w_{min}=-\frac\nu2+\frac q2\sqrt{1+\frac{4\kappa^2}{q^2-\nu^2}} .
\]
At \(w=\kappa\) the original inequality has zero on its right side, so the quadratic is not positive there and \(w_{min}\ge\kappa\). With \(w_l=\max(w_{min},w_F-\nu)\),
\[
\operatorname{Im}\chi_{np}=-\frac1{8\pi\hbar c\,q}\Big[\frac{(2w+\nu)^3}6-q^2w\Big]_{w_l}^{w_F}\quad(w_l<w_F), \tag{7}
\]
and zero otherwise. Each term \(2x/(\zeta^2-x^2)\) of (3) is recovered from its absorptive part \(-\pi\delta(\nu-x)\) by the kernel \(2\nu/\pi(\nu^2-\zeta^2)\), so \(\chi_{np}(\zeta)=\pi^{-1}\int_0^\infty d\nu\,2\nu\operatorname{Im}\chi_{np}(\nu)/(\nu^2-\zeta^2)\). This Kramers-Kronig integral of (7) was tested against the spinor quadrature. The blocking term has its poles at \(\nu=S\) with the opposite sign of residue, so \(\chi_{ns}\) taken alone describes emission there, a trace of the empty sea; the static limit is far from these poles, since \(S\ge2\kappa\).

**Q.** Show me that the ordinary Lindhard function comes back.

**A.** In (6) write \(w_\pm-w=(q^2\pm2kq)/(w_\pm+w)\), so that
\[
\ln\Big|\frac{w_+-w}{w_--w}\Big|=L(k)-\ln\frac{w_++w}{w_-+w},\qquad L(k)=\ln\Big|\frac{2k+q}{2k-q}\Big| .
\]
Let \(k_F\ll\kappa\) and \(q\ll\kappa\). Then \(w_+-w_-=4kq/(w_++w_-)\approx2kq/\kappa\), and the second logarithm is about \(kq/\kappa^2\). Every term in the bracket other than \(4\kappa^2L\) is of order \(kq\), \(k^2L\) or \(q^2L\), smaller by two powers of \(1/\kappa\). So \(\chi\to-(\kappa/\pi^2\hbar c\,q)J(k_F)\) with \(J(K)=\int_0^KkL\,dk\). Integrate by parts with the antiderivative \(k^2/2-q^2/8=(4k^2-q^2)/8\), chosen to vanish at the logarithmic point \(k=q/2\). Since \(L'=2/(2k+q)-2/(2k-q)=-4q/(4k^2-q^2)\) and \(L(0)=0\),
\[
J(K)=\Big(\frac{K^2}2-\frac{q^2}8\Big)L(K)+\frac{qK}2 . \tag{8}
\]
With \(y=q/2k_F\) and \(\kappa/\hbar c=m/\hbar^2\),
\[
\chi\to-\frac{mk_F}{\pi^2\hbar^2}\Big[\frac12+\frac{1-y^2}{4y}\ln\Big|\frac{1+y}{1-y}\Big|\Big].
\]
This limit was tested at small \(\beta\) on both sides of \(y=1\). With \(\ln[(1+y)/(1-y)]=2(y+y^3/3+y^5/5+\dots)\) the bracket is \(1-y^2/3-y^4/15-\dots=1-q^2/12k_F^2-\dots\) for \(y<1\).

**Q.** Equation (6) has nested square roots. Is the no-sea function worse still?

**A.** In the static limit it is simpler. From (3) and (4) at \(\zeta=0\), \(\chi_{ns}=-(2/\hbar c)\int_kn_k[F/(w'-w)-G/(w'+w)]\). Over the common denominator \(w'^2-w^2\) the numerator is \(F(w'+w)-G(w'-w)=w'(F-G)+w(F+G)\). From (2), \(F-G=(w^2+w'^2-q^2)/ww'\) and \(F+G=2\), so the numerator is \((3w^2+w'^2-q^2)/w=[4w^2-q^2+(w'^2-w^2)]/w\), and
\[
\frac F{w'-w}-\frac G{w'+w}=\frac{4w^2-q^2}{w\,(2kq\mu+q^2)}+\frac1w .
\]
The square root \(w'\) has dropped out. The principal-value integral of \(1/(2kq\mu+q^2)\) over \(\mu\) from \(-1\) to 1 is \(L/2kq\), and the constant term gives \(2/w\). Collecting the prefactor \(-2/(4\pi^2\hbar c)\) and pulling out \(1/2q\),
\[
\chi_{ns}(q,0)=-\frac1{4\pi^2\hbar c\,q}\int_0^{k_F}\frac{k\,dk}{w}\big[(4w^2-q^2)L(k)+4kq\big]. \tag{9}
\]
This was tested against the sum of the spinor quadratures for \(\chi_{np}\) and \(\chi_B\).

## Part two: the static expansion and its coefficient

The symbols carried over are \(\kappa=mc/\hbar\), \(w=\sqrt{k^2+\kappa^2}\), \(\beta=k_F/\kappa\), \(\eta=\sqrt{1+\beta^2}\), \(v=\beta/\eta\), \(w_F=k_F/v\), \(x=w'-w\), the cosine \(\mu\), \(\int_k=\int d^3k/(2\pi)^3\) and \(L=\ln|(2k+q)/(2k-q)|\). The overlaps obey \(F=2-G\), \(G=(q^2-x^2)/2ww'\). The static functions are \(\chi_{np}=(\hbar c)^{-1}\int_kF(n_k-n_{k'})/(w-w')\), \(\chi_B=(2/\hbar c)\int_kn_kG/(w+w')\), \(\chi_{vac}\) equal to \(-\chi_B\) with \(n_k\to1\), and \(\chi_{ns}=\chi_{np}+\chi_B\), given by (9). New here is \(A=\operatorname{arsinh}\beta\).

**Q.** To expand (9) you will write \(L=q/k+q^3/12k^3+\dots\). That fails for \(k<q/2\), and the second term diverges at \(k=0\). How is this legitimate?

This part has derived the no-pair Lindhard function and its absorption, distinguished it from the no-sea function, and reduced the static no-sea function to the single integral (9). It remains to justify the expansion in \(q^2\), find its coefficient for both functions, and apply it to screening, the kinetic-energy gradient term and a numerical example.
